# The fastest pulse time in self-limiting deposition with dead time, part 2

In atomic layer deposition a precursor pulse of length $t_p$ fills surface sites. A dead time $t_d$ follows, containing both purges and the second reactant pulse. We seek the pulse that maximizes the growth per unit time $R$, the thickness added in one cycle divided by its duration.

The model assumes:

(a) Each pulse begins with all sites empty and reactive.

(b) The precursor pressure $p$ and temperature $T$ are constant during the pulse and uniform over the surface.

(c) A molecule striking an empty site reacts with probability $s$, independently of the other sites; one striking a filled site leaves. Reacted molecules do not desorb.

(d) $t_d$ does not depend on $t_p$.

(e) The thickness added per cycle is proportional to the coverage $\theta$, the fraction of sites filled, and equals $g_s$ at full coverage.

**Lemma 1.** Let $N$ be the number of molecules a unit area can take up in one pulse, $m$ the mass of a molecule and $J$ the flux striking the surface. Then $d\theta/dt=k(1-\theta)$ and

$$\theta=1-e^{-kt_p},\qquad k=\frac{sJ}{N},\qquad J=\frac{p}{\sqrt{2\pi m k_BT}}.$$

In units of $1/k$ the times are $x=kt_p$ and $d=kt_d$, and

$$R=g_sk\,r(x),\qquad r(x)=\frac{1-e^{-x}}{x+d}.$$

**Theorem.** For $d>0$ the single maximum lies at the only positive solution $x_*$ of

$$e^{x}=1+x+d .$$

There $r(x_*)=e^{-x_*}$ and $R_*=g_sk\,e^{-x_*}$.

**Corollary 2.**

$$\frac{dx_*}{dd}=\frac{1}{e^{x_*}-1}=\frac1{x_*+d}>0.$$

**Corollary 3.** For large $d$, $x_*\approx\ln[1+d+\ln(1+d)]$.

**Proposition 1.** Let $C=x_*+d$. A pulse $x_*+\delta$ loses the fraction

$$L(\delta)=\frac{e^{-\delta}-1+\delta}{C+\delta}$$

of the greatest growth rate. For small $\delta$ this is $\delta^2/(2C)$.

**Proposition 2.** At fixed pulse time and temperature, the sensitivity of the growth per cycle to pressure is

$$\frac{d\ln\theta}{d\ln k}=\frac{x}{e^x-1}.$$

At the optimum this equals $x_*/(x_*+d)$.

The table of optima in the first half includes:

| $d$ | best $x$ | coverage |
|---|---|---|
| 50 | 4.007 | 0.9818 |
| 500 | 6.229 | 0.9980 |

**Worked example.** Consider aluminium oxide grown from trimethylaluminium and water on a flat wafer at 473 K. The following inputs are rough typical values: precursor pressure 0.010 Torr, sticking probability 0.0010, film density 3.0 g/cm³, saturated growth 0.10 nm per cycle and dead time 4.0 s.

Lemma 1 with the molar mass 72.09 g/mol gives the flux $J=1.902\times10^{4}$ molecules per nm² and second. Each adsorbed precursor molecule leaves one aluminium atom in the film, so $N$ is the number of aluminium atoms in a saturated layer of 0.10 nm. At the stated density this is 3.544 per nm². Hence

$$k=\frac{0.0010\times1.902\times10^4}{3.544}\ \mathrm{s^{-1}}=5.37\ \mathrm{s^{-1}},\qquad d=5.368\times4.0=21.47.$$

The solution of the optimum condition is $x_*=3.247$; both sides are then 25.72. The large-$d$ form gives 3.242. In seconds,

$$t_p=\frac{3.247}{5.368}\ \mathrm{s}=0.605\ \mathrm{s},$$

and the cycle lasts 4.605 s. The coverage is $1-1/25.72=96.1\ \%$, the growth per cycle is 0.0961 nm, and the greatest growth rate is

$$R_*=\frac{0.0961\ \mathrm{nm}}{4.605\ \mathrm{s}}\times60\ \frac{\mathrm{s}}{\mathrm{min}}=1.25\ \mathrm{nm/min}.$$

Compare this with pulses chosen for nearly complete saturation, with the dead time and pressure held fixed. A 99 % coverage needs 0.858 s and gives 1.22 nm/min, which is 2.4 % below the maximum. A 99.9 % coverage needs 1.287 s and gives 1.13 nm/min, 9.5 % below. A film of 20 nm takes 209, 203 and 201 whole cycles in the three cases, or 16.0, 16.4 and 17.7 minutes.

The sensitivity to pressure is 0.131 at the optimum, equal to $0.605/4.605$. It is 0.047 at 99 % and 0.007 at 99.9 % coverage. To first order, a pressure 1 % lower in one place makes the film there 0.13 %, 0.05 % or 0.007 % thinner. For this example, going from the optimum to 99 % saturation reduces the pressure error almost threefold at a cost of 2.4 % in rate. Where uniformity matters, that may be the better choice.

A pulse 20 % longer than the optimum has $\delta=0.649$. Proposition 1 with $C=24.72$ gives a loss of 0.68 %. The quadratic estimate is 0.85 %, already somewhat too large.

Near the optimum, a small cut in the dead time does more than an equally small change of the pulse. By Corollary 2, $dx_*/dd=1/C$, and since $r(x_*)=e^{-x_*}$,

$$\frac{d\ln r(x_*)}{dd}=-\frac{dx_*}{dd}=-\frac1C.$$

At fixed $k$, each small reduction of the dead time raises the greatest rate by a fraction equal to that reduction divided by the cycle time. Saving 0.1 s gains about $0.1/4.605=2.2\ \%$, provided that the purges and the water reaction still do their work.

**Uncertain sticking probability.** This is the least certain input. With $s=0.0003$ and the rest unchanged, the best pulse is 1.41 s and the coverage 89.7 %. With $s=0.003$ they are 0.26 s and 98.6 %. The pulse moves by a factor of about five while $s$ changes by ten. In practice $k$ is better taken from a measured curve of growth per cycle against pulse time than from a guessed $s$.

**Where the assumptions bend.** In the following remarks each effect is added alone to the example. Where a loss is given, it is the rate lost by keeping the 0.605 s pulse, relative to the best rate of the changed model.

*Depletion along the reactor.* Let the gas flow through a channel 15 cm long, 15 cm wide and 2 cm high, with 500 sccm of carrier at 1.0 Torr total pressure. Floor and lid take up precursor. Let $q$ be the local precursor pressure relative to the inlet, and $F$ the number of precursor molecules supplied per unit time. Neglect the gas stored in the channel. Over a strip of area $da$ the flow $Fq$ loses $sJq(1-\theta)\,da$. With $z=sJa/F$, where $a$ is the area upstream,

$$\frac{\partial q}{\partial z}=-q(1-\theta),\qquad \frac{\partial\theta}{\partial x}=q(1-\theta).$$

The boundary conditions are $q=1$ at $z=0$ and $\theta=0$ at $x=0$. With $D=e^x+e^z-1$ the solution is

$$1-\theta=\frac{e^z}{D},\qquad q=\frac{e^x}{D},\qquad \theta=\frac{e^x-1}{D}.$$

Indeed $\partial q/\partial z$ and $\partial(1-\theta)/\partial x$ both equal $-e^{x+z}/D^2=-q(1-\theta)$, and both boundary conditions hold. At the outlet $z=0.382$, and the coverage after 0.605 s is 94.4 % instead of 96.1 %. The pulse that maximizes the mean growth along the channel is 0.640 s; the loss is below 0.1 %. After the 0.605 s pulse the film at the outlet is 1.8 % thinner than at the inlet, a larger effect than the loss of speed.

*Gradual filling of the chamber.* Consider a perfectly stirred chamber with gas residence time $\tau$, and neglect the effect of surface uptake on the gas pressure. The relative pressure is then $1-e^{-t/\tau}$ during the pulse. Afterwards it decays by the factor $e^{-t'/\tau}$, with $t'$ counted from the end of the pulse, starting from $E=1-e^{-t_p/\tau}$. Because $d\theta/dt=kq(1-\theta)$ integrates to $-\ln(1-\theta)=k\int q\,dt$, only the total exposure counts. With a first purge of length $t_1$ it is

$$\int q\,dt=(t_p-\tau E)+\tau E\,(1-e^{-t_1/\tau})=t_p-\tau E\,e^{-t_1/\tau}.$$

What is missing at the start is made up by the tail. Here $\tau=41$ ms and $t_1=1.9$ s, so the missing part is negligible. The coverage is 95.2 % at the end of the pulse and 96.1 % after the purge. These values isolate the effect of $\tau$. Uptake itself is not small in this chamber: the surface removes the exposure $z\theta/k$, with $z=0.382$ as above, so that after the purge $-\ln(1-\theta)+z\theta=kt_p$. This gives 94.4 % for the 0.605 s pulse and a best pulse of 0.67 s. The purge is many residence times long. In this model, then, the residence time does not explain the dead time of 4.0 s, which is an input.

*Diffusion across the channel.* Let the precursor density be $n$ at mid-height and $qn$ at the wall, a distance $\ell$ away. In a steady state the diffusive flux equals the uptake: $D_g n(1-q)/\ell=sJq(1-\theta)$, where $D_g$ is the diffusivity. Hence

$$q=\frac{1}{1+B(1-\theta)},\qquad B=\frac{sJ\ell}{nD_g}.$$

Inserting this in $d\theta/dt=kq(1-\theta)$ and separating the variables gives

$$\left(\frac{1}{1-\theta}+B\right)d\theta=k\,dt,\qquad -\ln(1-\theta)+B\theta=kt.$$

A given coverage is reached later by $B\theta/k$. With $\ell=1$ cm and a rough diffusivity of 200 cm²/s, $B=0.047$ and the delay is 8 ms. Kinetic-theory estimates of the diffusivity in nitrogen or argon are lower, about 125 to 160 cm²/s, and give 11 to 13 ms. Either way the delay is small beside 605 ms.

*Other saturation laws.* For any coverage curve with $\theta(0)=0$, the derivative of $\theta/(x+d)$ vanishes when

$$(x+d)\,\theta'(x)=\theta(x).$$

If the curve bends downwards throughout, $(x+d)\theta'-\theta$ has the negative derivative $(x+d)\theta''$, so there is at most one such point. The exponential form of the condition belongs to first-order filling of equal sites.

Suppose that 20 % of the sites react ten times more slowly. The best pulse becomes 0.691 s, and the rate drops to 1.08 nm/min because the slow sites are filled in only 31 % of the pulses. The loss is 0.3 %.

Suppose instead that the filling rate is proportional to the square of the empty fraction, $d\theta/dx=(1-\theta)^2$. Then $1/(1-\theta)=1+x$, so $\theta=x/(1+x)$ and

$$\frac{1}{r}=\frac{(1+x)(x+d)}{x}=1+d+x+\frac dx.$$

This is least where $1-d/x^2=0$, at $x=\sqrt d$. In the example the best pulse is $\sqrt{21.47}/5.368=0.863$ s, 43 % longer than before. The rate is 1.01 nm/min and the loss 1.8 %.

*Incomplete regeneration.* Let the water step restore only a fraction $w$ of the filled sites. If the coverage at the end of a pulse is $c$, the next pulse starts at $(1-w)c$. In the repeating cycle it must end at $c$ again:

$$1-c=[1-(1-w)c]\,e^{-x},\qquad c=\frac{1-e^{-x}}{1-(1-w)e^{-x}}.$$

The growth per cycle is $g_swc$. For $w=0.9$ the best pulse is 0.586 s and the rate 1.13 nm/min, about 10 % lower than with full regeneration. The loss is only 0.02 %: the pulse is nearly right, while the predicted rate is not. The value $w=0.9$ is only an illustration, and $w$ depends on the water dose. If both purges last 1.9 s, the dead time of 4.0 s leaves 0.2 s for water. Suppose first-order uptake of 1.5 water molecules per aluminium atom with a sticking probability of $10^{-4}$. Then restoring 99 % of the sites in 0.2 s needs about 0.3 Torr of water. At 0.1 Torr, $w$ is about 0.76 and the greatest rate falls to 0.96 nm/min. Assumption (a) holds in the example only if the water dose is large enough.

**The real process.** A tenfold higher precursor pressure at the same dead time would put $d$ between 50 and 500, where the table in the first half gives coverages above 98 %, so that the fastest process is nearly saturated. Real reactors break the assumption of uniform pressure, and real surfaces need not consist of equal sites. For the sizes assumed above, these departures, the second-order filling law and incomplete regeneration, each taken alone, move the best pulse to between 0.59 and 0.86 s and lower the rate by up to about a fifth. The uncertainty of $s$ moves the pulse further than any of them.

The result is a rule for flat surfaces whose equal sites fill by a first-order law, with a dead time that does not depend on the pulse length. If a longer pulse calls for a longer purge, assumption (d) fails and the optimum shifts. In deep trenches the pressure falls with depth, and the bottom decides how long the pulse must be. If the precursor decomposes, growth does not stop at saturation; if it desorbs during the purge, the final coverage depends on the dead time. Assumptions (b), (c) and (e) then fail, and the growth per cycle has to be found anew before its rate is maximized. The numerical output below collects the values for the example.

## Numbers as computed

```
INPUTS (rough typical values)
temperature: 473 K
precursor pressure: 0.010 Torr
total pressure: 1.0 Torr
sticking probability: 0.0010
precursor molar mass: 72.09 g/mol
film density: 3.0 g/cm3
saturated growth: 0.10 nm/cycle
dead time: 4.0 s, first purge 1.9 s
channel: 15 x 15 x 2 cm
carrier flow: 500 sccm
diffusivity: 200 cm2/s
OPTIMUM
impingement flux: 1.902e+04 molecules/(nm2 s)
site density: 3.544 per nm2
rate constant k: 5.368 1/s
d: 21.472 (no unit)
best x: 3.2472, large-d form 3.2420 (no unit)
exp(x): 25.719, 1+x+d: 25.719 (no unit)
best pulse: 0.605 s, cycle 4.605 s
coverage at best pulse: 96.11 %
growth at best pulse: 0.0961 nm/cycle
greatest growth rate: 1.2523 nm/min
COMPARISON, 20 nm film
best: pulse 0.605 s, 1.2523 nm/min, 209 cycles, 16.04 min, sensitivity 0.1314
99 %: pulse 0.858 s, 1.2227 nm/min, 203 cycles, 16.44 min, sensitivity 0.0465
99.9 %: pulse 1.287 s, 1.1338 nm/min, 201 cycles, 17.71 min, sensitivity 0.0069
pulse 20 % too long: rate loss 0.677 %, quadratic estimate 0.853 %
GENERAL VALUES (no unit)
d 0.05: best x 0.300, coverage 0.2595
d 0.5: best x 0.858, coverage 0.5759
d 5: best x 2.091, coverage 0.8764
d 50: best x 4.007, coverage 0.9818
d 500: best x 6.229, coverage 0.9980
STICKING PROBABILITY VARIED
sticking 0.0003: best pulse 1.412 s, coverage 89.71 %
sticking 0.0030: best pulse 0.264 s, coverage 98.56 %
NEGLECTED EFFECTS
depletion z: 0.382 (no unit)
outlet coverage at simple best pulse: 94.40 %
gas residence time: 41.0 ms
gradual gas: coverage 95.15 % at pulse end, 96.11 % after purge
cross diffusion: B 0.0466, delay 8.34 ms
slow sites: fraction 0.2, rate ratio 0.1
water regenerates: 90 % of used sites
depletion, channel mean: best pulse 0.640 s, rate 1.2427 nm/min, loss with simple pulse 0.077 %
slow sites: best pulse 0.691 s, rate 1.0774 nm/min, loss with simple pulse 0.312 %
partial regeneration: best pulse 0.586 s, rate 1.1317 nm/min, loss with simple pulse 0.020 %
second-order saturation: best pulse 0.863 s, rate 1.0148 nm/min, loss with simple pulse 1.831 %
```
